Newton fit of a tight-binding donor's core shift using its population

**1. Definitions and conventions**

The Hamiltonian of one electron bound to a donor is

H(U) = H_host + V_C + U P_d.

H_host is the tight-binding matrix of the perfect crystal, with host on-site energies on the donor atom too. V_C is diagonal. On an atom at distance r from the donor it equals

V_C(r) = −Z e²/(4π ε₀ ε_r r), r > 0,

where Z is the core charge and ε_r the static dielectric constant. On the donor itself V_C is zero. P_d projects on all orbitals of the donor atom, so U shifts them equally. U is the whole change of the donor's on-site energy relative to a host atom: it contains both the screened attraction at the core and the chemical difference between the atoms.

The basis is orthonormal and real. The bound state c(U) satisfies

H c = ε c, cᵀc = 1,

and its energy is quoted from the bulk conduction edge, E = ε − E_C. A bound state has E < 0, and its binding energy is −E. Since E_C does not depend on U, E and ε have the same derivative. The donor population is

p(U) = cᵀ P_d c, 0 ≤ p ≤ 1.

The task is to find U* with E(U*) = E_t, where E_t is minus the measured binding energy. The fit assumes that the donor ground state is fully symmetric (A1), and that this level is isolated within its symmetry class. It does not assume that the state is built from the conduction valleys alone; a deep level also draws on band states far from the valley minima. Spin-orbit coupling is omitted.

**2. The derivative and the Newton step**

Differentiate ε = cᵀHc, writing c′ = dc/dU. Because dH/dU = P_d and H is symmetric,

dε/dU = cᵀP_d c + 2 c′ᵀHc = p + 2ε c′ᵀc.

Normalization gives 2c′ᵀc = d(cᵀc)/dU = 0. Therefore

dE/dU = p.

This is the Hellmann-Feynman theorem. The change of the wavefunction is not neglected; its contribution cancels. The result holds for the model being solved, with every other parameter fixed.

In a nonorthogonal basis with overlap matrix S independent of U, the equations are Hc = εSc and cᵀSc = 1. The same steps give dε/dU = cᵀ(dH/dU)c. A Mulliken population may replace this expression only if it equals it.

Linearizing E about the current U and setting the result equal to E_t gives

U_new = U + (E_t − E)/p.

If the level is too shallow, E_t − E is negative and the step makes the core more attractive.

Integration of the derivative gives

E(U₂) − E(U₁) = ∫ p dU, from U₁ to U₂.

Where p > 0, E therefore rises strictly with U, and there is at most one root as long as the same isolated level is followed. This proves uniqueness, not existence.

**3. Curvature and convergence**

Differentiate (H − ε)c = 0:

(H − ε)c′ = −(P_d − p)c.

Let m label the other eigenvectors, with energies ε_m. Projection on m removes the term in p, because mᵀc = 0:

(ε_m − ε) mᵀc′ = −mᵀP_d c.

Normalization excludes a component of c′ along c, so

c′ = Σ_m m (mᵀP_d c)/(ε − ε_m),

E″ = dp/dU = 2cᵀP_d c′ = 2 Σ_m (mᵀP_d c)²/(ε − ε_m).

States above the donor level contribute negatively, and states below it positively. If the level were the lowest eigenvalue of H, E(U) would be concave. A donor level has the valence states below it, so its concavity must be established case by case.

For the error e = U − U*, with p, p′ and E evaluated at U* unless an argument is shown,

E(U) − E_t = p e + p′e²/2 + O(e³),

p(U) = p + p′e + O(e²).

One Newton step gives

e_new = e − [E(U) − E_t]/p(U) = {e p(U) − [E(U) − E_t]}/p(U).

The terms p e cancel in the numerator, and p′e² − p′e²/2 remains:

e_new = [p′/(2p)] e² + O(e³).

If p′ < 0, a start close to U* on either side lands on the more attractive side. There is also a result that does not need a close start. Where E(U) is concave, its tangent lies above the curve, so E(U_new) ≤ E(U) + p(U)(U_new − U) = E_t and hence U_new ≤ U*. From a point below U* the step is upward. The iterates then approach U* from below without crossing it, provided that concavity holds over the whole interval.

An approximate derivative q does not change the root, but it does change the rate. To first order,

e_new = (1 − p/q)e.

This is linear convergence, and it requires |1 − p/q| < 1.

**4. Two limits that control the step**

For a weakly attractive core the bound state spreads over many atoms and p is small. The raw Newton step is then long and can leave the region where the linearization means anything. A cap on |ΔU| removes this excursion. The cap does not prove global convergence. Since E is monotonic, a stricter safeguard stores one U with E < E_t and one with E > E_t, and bisects whenever a Newton point falls outside them.

For U → −∞, split the state into donor amplitudes c_d and the remainder c_r. Let B be the coupling between them and H_dd the donor block without U. The donor rows read

(H_dd + U − ε)c_d + Bc_r = 0.

For a level whose energy stays finite, U dominates the bracket, so c_d ≈ −Bc_r/U. Substitution in the remaining rows gives

(H_rr − BᵀB/U)c_r ≈ εc_r.

With U negative, the added term is +BᵀB/|U|. The level therefore approaches, from above, a level of the crystal with the donor site removed but V_C retained. Its population falls as |Bc_r|²/U², which is the derivative of −|Bc_r|²/U, as the theorem requires. A target below this limiting level cannot be reached on that branch. Newton's method would then run toward ever larger |U| with ever smaller p. This limit describes the fitted donor level only if that level stays isolated all the way. It may instead reach the valence band at a finite U, where the fit of a gap level ends. The level of section 9 does so near U = −8 eV.

**5. Reduction to the symmetric states**

Take a cubic periodic cell of n lattice constants with the donor at the origin. V_C uses the distance to the nearest periodic image of the donor. The 24 operations g of the tetrahedral group about the donor leave H unchanged. An A1 state obeys

ψ(gR) = ρ(g)ψ(R),

where ρ(g) rotates the orbitals. At the donor, s and s* are invariant, while the p and d orbitals contain no A1 combination. The shift of all ten sp3d5s* orbitals therefore acts on just two amplitudes of this state, and p is their summed weight.

Choose one representative atom R from each set of N_R equivalent atoms. Let the columns of b_R span the orbital combinations left unchanged by the operations that fix R. Write

ψ(R) = b_R a_R/√N_R.

The N_R equal contributions to the norm then add up to |a_R|². Let neighbour j of R be carried by g_j to the representative R′. Then ψ(j) = ρ(g_j)ᵀψ(R′), and projecting Hψ at R gives the reduced hopping

H_RR′ = √(N_R/N_R′) b_Rᵀ Σ_j h_Rj ρ(g_j)ᵀ b_R′.

The sum runs over the neighbours j of R that map to R′. Every A1 state can be written in this form, so none is lost. As a test of the matrix elements, an unreduced cell with n = 2 was diagonalized with all ten donor orbitals shifted by −3.7 eV. Every eigenvalue of the reduced matrix appeared in the full spectrum to within 10⁻⁸ eV.

**6. One factorization for all shifts**

Measure coordinates from the donor in quarters of the lattice constant, and fold each to its shortest periodic distance. The largest of the three folded values is the shell number k. A nearest-neighbour bond changes each coordinate by one unit, so k changes by at most one. With atoms ordered by shell, H is block tridiagonal, with diagonal blocks D_k and couplings B_k from shell k to k+1.

To solve (H − σ)x = b, start at the outermost shell K:

x_K = S_K⁻¹(b_K − B_{K−1}ᵀx_{K−1}), S_K = D_K − σ.

Inserting this in the next row inward, and repeating, gives

S_k = D_k − σ − B_k S_{k+1}⁻¹ B_kᵀ,

z_K = b_K, z_k = b_k − B_k S_{k+1}⁻¹ z_{k+1}.

The donor is shell 0 and is eliminated last. Its 2×2 block is

S₀(U) = S₀(0) + U I.

No other S_k contains U. After solving S₀(U)x₀ = z₀, the outward substitution is

x_k = S_k⁻¹(z_k − B_{k−1}ᵀx_{k−1}).

Lanczos iteration on (H − σ)⁻¹ finds the eigenvalue closest to σ, because that eigenvalue has the largest |1/(ε − σ)|.

The elimination is a congruence transformation, so the number of eigenvalues of H below σ equals the total number of negative eigenvalues of the S_k. Changing U can alter this count through S₀ alone. Comparing the 2×2 block at U and at zero therefore tells whether the donor level has crossed σ.

**7. Pseudocode**

  choose σ at midgap
  build reduced H at U = 0 and order it by shells
  for k = K down to 1: form and store S_k⁻¹
  form S₀(0)
  choose U
  repeat, up to a fixed number of steps:
    S₀ ← S₀(0) + U I
    find (ε, c) nearest σ by Lanczos on (H − σ)⁻¹
    E ← cᵀHc − E_C
    p ← sum of squares of the two donor amplitudes
    check residual |Hc − εc| and the count below σ
    if |E − E_t| is below tolerance: return U
    U ← U + clip((E_t − E)/p, −cap, +cap)
  report failure

**8. Cost and numerical stability**

Shell k contains a number of atoms proportional to k², so its dense block has size b_k ∝ k². Factorization costs Σb_k³ ∝ Σk⁶ ∝ n⁷. Storage and one linear solve scale as Σb_k² ∝ n⁵. The n⁷ part is paid once for each cell and set of host parameters. Each Newton step needs only the n⁵ solves of its Lanczos run. The derivative costs no further eigenproblem, since p is read from c.

S_k becomes singular if σ is an eigenvalue of the truncated region made of shells k to K, even when σ is not an eigenvalue of the whole crystal. A small change of σ cures this. The residual must be formed with the original sparse H, so that an inaccurate elimination cannot certify itself.

The Rayleigh quotient cᵀHc has an error of second order in the error of c, whereas p in general has one of first order. A moderately inaccurate eigenvector therefore harms the convergence rate before it harms the energy.

Choosing the level nearest midgap also needs justification. For U ≤ 0 both perturbations are nonpositive, so no valence state can be pushed up into the gap. A donor level inside the gap is then closer to midgap than any valence state. If it lies well below midgap, an excited A1 donor state above midgap may still be closer. The count exposes this: it reports a crossing while the returned energy lies above σ.

**9. Worked example: singly ionized selenium in silicon**

Se⁺ on a silicon site holds one electron bound to a core of charge +2, so there is no repulsion from a second bound electron to include. The target is E_t = −0.59 eV, a rough measured value. The lattice constant is 0.5431 nm and ε_r = 11.7. The nearest-neighbour sp3d5s* host gives a gap of 1.147 eV, valleys at 0.813 of 2π/a, and masses of 0.891 and 0.201 electron masses. The main cell has n = 12. Symmetry reduces its 138240 orbitals to 6356 amplitudes.

The starting shift is the potential at the nearest neighbours, −1.047 eV. There E = −0.1372 eV and p = 0.00757, so the raw step would be

(−0.59 + 0.1372)/0.00757 ≈ −60 eV.

The cap of 1.5 eV acts on this step and on the next two. At U = −5.5467 eV, E = −0.4410 eV and p = 0.2015. The step is now

(−0.5900 + 0.4410)/0.2015 = −0.739 eV,

which leads to U = −6.2859 eV. This point overshoots the root by 0.0725 eV, and three more steps bring E to the target within 10⁻⁹ eV:

U* = −6.213 eV, p = 0.2438.

A start 1 eV below the root, at E = −0.859 eV, reaches the same U*. Its iterates rise toward the root without crossing it. In both runs p grows whenever U becomes more negative, as a concave E(U) requires; these are samples, not a proof for every U between them.

The theorem can be checked at U*. A central difference of E with a step of 0.05 eV gives 0.243756, against a population of 0.243764. The difference quotient of p gives E″ = −0.0562 eV⁻¹. The error law then predicts, for the overshoot of 0.0725 eV,

e_new = [−0.0562/(2 × 0.2438)] × 0.0725² = −6.1×10⁻⁴ eV.

The actual error is −5.9×10⁻⁴ eV. The predicted magnitude exceeds the actual one by about 3% of the latter; the law omits terms of order e³.

The sum over states was evaluated in a smaller cell, n = 6, at the same U*. Lower states contribute +0.0130 eV⁻¹ and upper states −0.0767 eV⁻¹. The level is locally concave because the upper states win, while the valence side cancels about 17% of their contribution. The total differs from that of the main cell because the cells differ.

With U* held fixed, cells of n = 8, 10, 12 and 14 give −0.590704, −0.590085, −0.590000 and −0.589988 eV. Successive changes shrink about sevenfold. The step from 12 to 14 corresponds to a change of only 0.00005 eV in U*. A shallower donor has a longer tail and would need a larger cell. The shallow first points of the Newton run were not tested for cell size, so their E and p describe the main cell only; U* does not depend on them.

**10. What the fitted number means**

If a parameter λ changes while E is held at the target, then

0 = (∂E/∂λ)dλ + p dU, so dU = −(∂E/∂λ)dλ/p.

If instead the target itself changes by dE_t, then dU = dE_t/p, so a target error of 0.005 eV moves U* by 0.005/0.2438 = 0.021 eV. Since V_C ∝ 1/ε_r, ∂E/∂ε_r = −cᵀV_C c/ε_r. To first order, raising ε_r by 0.2 raises E by 0.0092 eV, and U must fall by 0.038 eV to compensate.

In the real ion, a static dielectric constant is least justified close to the core. The four nearest neighbours hold 0.343 of the electron, more than the donor atom does. Making their potential 1.5 times as strong, with all else fixed, changes E to first order by

0.5 × (−1.047) × 0.343 = −0.180 eV.

The linear compensation is +0.737 eV. A full refit gives +0.759 eV, with U* = −5.455 eV. The factor 1.5 is a trial value, not a computed dielectric response.

Selenium also differs from silicon in its bonds, and the surrounding lattice relaxes; the model includes neither effect. To first order, a 5% increase of the donor-neighbour hopping lowers E by 0.041 eV and requires U to rise by 0.169 eV; the full change of E is somewhat larger, about −0.047 eV. These changes far exceed the numerical error of the fit. U* is thus an effective parameter tied to this host model, screening and geometry. It is not an atomic energy of selenium, and it should not be carried to another basis without refitting.

The host gap of 1.147 eV lies between the measured gaps of silicon at 300 K (about 1.12 eV) and near 0 K (about 1.17 eV). Omitting spin-orbit coupling widens it: with that term the same parameters give 1.131 eV, nearer the room-temperature value. The measured masses are roughly 0.92 and 0.19, and the measured valleys lie near 0.85 of 2π/a, against 0.813 in the host. At 300 K the thermal energy is 0.0259 eV and exp(E_t/kT) is 1.2×10⁻¹⁰. This factor is not the ionized fraction, which also depends on the Fermi level and the density of band states. Nor does the fit include the movement of the band edges with temperature. The host belongs to no single temperature, and any temperature dependence of the measured binding energy enters U* as dE_t/p.

**11. Failure modes**

- **Degenerate level.** The population of an arbitrary vector in a multiplet is not a derivative. The eigenvalues of P_d within the multiplet give the slopes of its branches. Restriction to A1 avoids degeneracies imposed by symmetry, but does not prove that the ground state is A1. For the example at U*, the n = 6 cell has its lowest T2 and E gap levels at about −0.33 and −0.26 eV, above the A1 level at −0.596 eV. These two levels are not converged in cell size (T2 lies at −0.36 eV for n = 5), and the fit does not constrain them.
- **Avoided crossing.** A small denominator ε − ε_m can make p vary rapidly. Shorten the step and follow the state by its overlap with the previous one.
- **Unreachable target.** If |U| grows while p falls and E levels off, the target may lie beyond the limit of section 4. Change the physical model rather than the tolerance.
- **Wrong energy reference.** If the conduction edge is placed too high by δ, the calculated E is too low by δ, and the fit returns a U too high by δ/p to first order. Use the edge of the same host model that enters H.

The full iteration histories, the first-order sensitivities and the refit of section 10 are in the numerical output.

Values computed for the example and the checks

```
lattice constant 0.5431 nm, dielectric constant 11.7
core charge +2, target level -0.59 eV (rough)
bulk gap 1.1469 eV
valley position 0.8133 x 2pi/a
masses: longitudinal 0.891, transverse 0.201 m_e
main cell: 12 lattice constants, 6.517 nm
atoms 13824, orbitals 138240, A1 size 6356
potential at nearest neighbours -1.0467 eV
step cap 1.5 eV
uncapped first step -59.854 eV
Newton, shallow start: U (eV), E (eV), population
  -1.0466838  -0.137179456  0.0075654
  -2.5466838  -0.156770565  0.0219077
  -4.0466838  -0.226317812  0.0842863
  -5.5466838  -0.441006662  0.2015436
  -6.2859449  -0.607819900  0.2477901
  -6.2140296  -0.590142969  0.2437971
  -6.2134431  -0.590000010  0.2437642
  -6.2134431  -0.590000000  0.2437642
Newton, deep start: U (eV), E (eV), population
  -7.2134431  -0.858864369  0.2912204
  -6.2902099  -0.608877234  0.2480238
  -6.2140993  -0.590159974  0.2438011
  -6.2134432  -0.590000012  0.2437642
  -6.2134431  -0.590000000  0.2437642
fitted shift U* -6.213443 eV, population 0.243764
finite-difference dE/dU 0.243756 (step 0.05 eV)
curvature dp/dU -0.056249 1/eV
mean Newton error from +-0.05 eV: -2.8855e-04 eV
quadratic law for that error: -2.8844e-04 eV
dense cell of 6 lattice constants, at U*:
  curvature from lower states 0.01296 1/eV
  curvature from upper states -0.07673 1/eV
cell size (lattice constants), E (eV), population at U*:
  8  -0.590704  0.242751
  10  -0.590085  0.243613
  14  -0.589988  0.243791
size error of U* (first order) -0.00005 eV
target off by 0.005 eV: U* moves 0.0205 eV
dielectric constant +0.2: E moves 0.00922 eV
  compensating change of U -0.0378 eV
population of four neighbours 0.34345
neighbour potential x 1.5: refitted U* -5.45488 eV
  shift of U*: refit 0.7586, linear 0.7374 eV
  population after refit 0.22875
donor-neighbour hopping +5%: E moves -0.04115 eV
  compensating change of U (linear) 0.1688 eV
thermal energy at 300 K 0.02585 eV
Boltzmann factor of binding at 300 K 1.23e-10
```
